# Why orbital relaxation softens lattice modes, and when one goes unstable

If the orbitals are held fixed in space when the ions move, lattice dynamics fails at the first check. In the model crystal used below, a rigid shift of all ions then meets a curvature of about 90 eV/Å$^2$ per ion, although it should cost nothing. The missing term is the orbital-response part of the dynamical matrix. Its sign provides a check: a positive eigenvalue of this part signals either an inaccurate response or an electronic state that is not a minimum.

The response part is negative semidefinite when the electrons sit at a minimum of their energy. Relaxation then lowers mode curvatures or leaves them unchanged, compared with the same crystal at frozen orbitals. The comparison is not with another material, volume or electronic state.

## The sign follows from minimization

Let $E[X,R]$ be the total energy for ion positions $R$ and orbital parameters $X$, with ion-ion repulsion included. The orbitals are expanded in a basis that does not move with the ions. At $R_0$ let $X_0$ be a non-degenerate local minimum with a gap between occupied and empty orbitals; fractional occupations are not treated here. The relaxed energy near $R_0$ is

$$E(R)=\min_X E[X,R],$$

where the minimum is taken in the neighbourhood of $X_0$. The old orbitals remain an allowed trial choice after the ions move, so

$$\Delta(R)\equiv E(R)-E[X_0,R]\le 0,\qquad \Delta(R_0)=0 .$$

Thus $\Delta$ has a maximum at $R_0$. Its gradient vanishes there, which means that the force needs no orbital response, and its Hessian is negative semidefinite. That Hessian is the relaxation part:

$$C=C^{\rm frozen}+C^{\rm rel},\qquad C^{\rm rel}\le 0 .$$

The split depends on what "frozen" means. If the trial orbitals are carried along with the ions, as in an atom-centred basis, the reference energy becomes $E[X(R),R]$ and both parts change. Their sum does not, provided both descriptions span the same variational space at every geometry. A finite atom-centred set held fixed and the same set carried along do not meet this condition, and then the totals differ as well. Separate parts should therefore be compared between calculations only if the same thing is held fixed.

## The response formula and its factors

In atomic units, take real, doubly occupied orbitals $\psi_i$, empty orbitals $\psi_a$, and an energy

$$E=T+\int v\,n+E_{\rm Hxc}[n]+E_{\rm II}.$$

Here $v$ is the ionic potential, $E_{\rm II}$ the ion-ion energy, and $K=\delta^2E_{\rm Hxc}/\delta n\,\delta n$ the Hartree plus exchange-correlation kernel. To second order, an orthonormal change of the occupied orbitals is

$$\psi_i\to\psi_i+\sum_a X_{ai}\psi_a-\tfrac12\sum_j (X^TX)_{ji}\psi_j .$$

The last term preserves orthonormality. The first-order density has a factor 2 from spin and a factor 2 from squaring the orbital:

$$n^{(1)}=4\sum_{ai}X_{ai}\psi_i\psi_a .$$

Let $h$ be the Kohn-Sham Hamiltonian at $R_0$, with $h\psi_p=\varepsilon_p\psi_p$. There is no term linear in $X$ alone, because $\langle a|h|i\rangle=0$. Three contributions of second order remain.

- The orbital change weighted with $h$ gives $2\sum_{ai}X_{ai}^2(\varepsilon_a-\varepsilon_i)$. The $-\varepsilon_i$ comes from the orthonormality term.
- The kernel gives $\tfrac12\int\!\!\int n^{(1)}Kn^{(1)}=8\sum_{ai,bj}X_{ai}(ia|K|jb)X_{bj}$.
- For an ion displacement $u$, the changed potential acts on the changed density and gives $4\sum_s u_s\sum_{ai}X_{ai}\langle a|\partial v/\partial R_s|i\rangle$.

Since $X$ will be proportional to $u$, all other terms containing $X$ are of third order or higher. The energy to be minimized is

$$E^{(2)}=\tfrac12X^TMX+\sum_s u_s\,b_s^TX,$$

$$M_{ai,bj}=4(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+16(ia|K|jb),\qquad b_{s,ai}=4\langle a|\partial v/\partial R_s|i\rangle .$$

Imaginary rotations do not change the density at first order, so the displacement does not couple to them.

Setting the derivative with respect to $X$ to zero gives $X=-\sum_t u_tM^{-1}b_t$. On insertion, the quadratic term is $+\tfrac12\sum_{st}u_su_t\,b_s^TM^{-1}b_t$ and the linear term is minus twice that. The sum equals $\tfrac12u^TC^{\rm rel}u$, so

$$C^{\rm rel}_{st}=-b_s^TM^{-1}b_t .$$

At a non-degenerate minimum $M$ is positive definite, hence $u^TC^{\rm rel}u\le0$. Equality holds when $\sum_s u_sb_s=0$, that is, when the displacement does not couple occupied to empty orbitals. The kernel itself may have either sign. What matters is that $M$, the kernel term together with the orbital gaps, is positive.

The same quantity has the usual density-response form. The density derivative is $\partial n/\partial R_t=4\sum_{ai}X^{(t)}_{ai}\psi_i\psi_a$ with $X^{(t)}=-M^{-1}b_t$, so

$$\int\frac{\partial v}{\partial R_s}\frac{\partial n}{\partial R_t}=b_s^TX^{(t)}=C^{\rm rel}_{st}.$$

The frozen part is what remains: $C^{\rm frozen}_{st}=\int n\,\partial^2v/\partial R_s\partial R_t+\partial^2E_{\rm II}/\partial R_s\partial R_t$.

## From force constants to modes

The dynamical matrix is $D_{st}=C_{st}/\sqrt{m_sm_t}$, with ion masses $m_s$. For any complex vector $z$, put $y_s=z_s/\sqrt{m_s}$. Then $z^\dagger D^{\rm rel}z=y^\dagger C^{\rm rel}y$. Since $C^{\rm rel}$ is real and symmetric, this is the sum of its values for the real and imaginary parts of $y$, and neither is positive. In a periodic supercell, passing to wavevectors $q$ is a unitary change of basis, so each block $D^{\rm rel}(q)$ is negative semidefinite too.

Relaxation can mix the frozen eigenvectors, so "each mode softens" needs a precise meaning. The $k$-th lowest eigenvalue is

$$\lambda_k(D)=\min_{\dim S=k}\ \max_{z\in S,\ |z|=1}z^\dagger Dz ,$$

where $S$ runs over $k$-dimensional subspaces. Adding $D^{\rm rel}$ raises none of the values $z^\dagger Dz$, so it raises no $\lambda_k$. At equilibrium $\lambda_k=\omega_k^2$. The ordered squared frequencies therefore fall or stay the same.

## How large the term is

Suppose that a translation maps the fixed basis onto itself, as it does for a complete basis or a plane-wave set. A uniform translation $\tau$ of the ions then leaves the relaxed energy unchanged, so $\tau^TC\tau=0$ and

$$\tau^TC^{\rm rel}\tau=-\tau^TC^{\rm frozen}\tau .$$

For this motion the relaxation part cancels the whole frozen part, whatever its size. A finite set of localized functions held fixed in space lacks this property: the orbitals cannot follow the ions fully, and a residue remains even when the response is solved exactly. A real-space grid has the property only approximately; on the grid of the model below the total vanishes to the digits shown.

The model crystal is a ring of four ions of charge 2 with eight electrons and a cell length $a=2.0$ Å. Charges a distance $x$ apart along the ring interact through $1/\sqrt{d^2+\sigma^2}$, with the chord length $d=(L/\pi)\sin(\pi x/L)$, $L=4a$, and a softening length $\sigma=0.5$ Å. Summing the softened law over periodic images instead would move the frozen and relaxation parts below by up to about 2 eV/Å$^2$ and the totals by less than 0.02 eV/Å$^2$. A local attraction of strength 4.0 eV Å stands in for exchange and correlation, and it makes the kernel indefinite. The lowest eigenvalue of $M$ is nevertheless positive, at 42.3 eV. Curvatures along normalized displacement patterns, in eV/Å$^2$, are:

| $q$ | frozen | relaxation | total |
|---|---:|---:|---:|
| $0$ | 89.75 | −89.75 | 0.00 |
| $\pi/2a$ | 120.93 | −115.27 | 5.66 |
| $\pi/a$ | 138.92 | −129.19 | 9.73 |

The numerical check tests the response formula against finite differences of self-consistent total energies. It does so for these patterns and for a distorted ring with unequal masses, where it also confirms the eigenvalue ordering.

The cancellation has a practical price. At $q=\pi/a$, a 1% error in the relaxation part is 1.3 eV/Å$^2$, or 13% of the total curvature. At $q=\pi/2a$ it is 1.15 eV/Å$^2$, or 20%. These percentages belong to this model, but the mechanism carries over when the frozen orbitals are fixed in space and the basis respects translations: as $q\to0$ an acoustic curvature tends to zero while the frozen and relaxation parts do not, so it is a small difference of two larger terms.

## Where the sign fails

A self-consistent solution is stationary but need not be a minimum. Consider two electrons in one orbital on two sites, with amplitudes $c_1,c_2$ and imbalance $p=c_1^2-c_2^2$. Let $t$ be the hopping, $W$ a mean-field attraction that favours imbalance, and $g$ the coupling to a coordinate $Q$. Since $2c_1c_2=\sqrt{1-p^2}$,

$$E=-2t\sqrt{1-p^2}-\tfrac12Wp^2+gQp
\simeq-2t+\tfrac12(2t-W)p^2+gQp .$$

The stationary point near $p=0$ is $p=-gQ/(2t-W)$. Substitution gives $E\simeq-2t-\tfrac12g^2Q^2/(2t-W)$, so the relaxation curvature is

$$C^{\rm rel}=-\frac{g^2}{2t-W}.$$

For $t=1$ eV and $g=1$ eV/Å it is $-1$ eV/Å$^2$ at $W=1$ eV and $+1$ eV/Å$^2$ at $W=3$ eV. In the second case the symmetric solution is a maximum along $p$. The apparent hardening is a sign of electronic instability.

## Soft-mode onset in a two-level model

In the pseudo-Jahn-Teller effect, a distortion mixes an occupied level with a nearby empty one. For one electron, a gap $E_g$ at $Q=0$ and a linear coupling $F$, take

$$H=\tfrac12K_0Q^2+\begin{pmatrix}-E_g/2&FQ\\FQ&E_g/2\end{pmatrix}.$$

Here $K_0>0$ is the curvature with the mixing of these two levels switched off. Relaxation into all other levels is already inside $K_0$, so it must not be equated with $C^{\rm frozen}$ of a full calculation. The eigenvalues are

$$E_\pm=\tfrac12K_0Q^2\pm s,\qquad s=\sqrt{E_g^2/4+F^2Q^2}.$$

For small $Q$, $s\simeq E_g/2+F^2Q^2/E_g$. Two derivatives give the curvatures at the origin,

$$K_-=K_0-\frac{2F^2}{E_g},\qquad K_+=K_0+\frac{2F^2}{E_g}.$$

The ground state softens. The upper state hardens by the same amount because the level it mixes with lies below it, so the theorem does not carry over to excited states.

The symmetric structure loses stability when $K_-=0$:

$$E_{g,c}=\frac{2F^2}{K_0},\qquad K_-=K_0(1-\lambda),\qquad \lambda=\frac{E_{g,c}}{E_g}.$$

For $\lambda<1$ and a mode mass $\mu$, $\omega=\sqrt{K_-/\mu}=\omega_0\sqrt{1-\lambda}$ with $\omega_0=\sqrt{K_0/\mu}$.

Take $K_0=10$ eV/Å$^2$, $F=3$ eV/Å and $\mu=20$ u. The onset gap is $2\times9/10=1.8$ eV (0.066 hartree), and the unsoftened quantum $\hbar\omega_0$ is 0.0457 eV. Lowering the gap gives:

| $E_g$ (eV) | $\lambda$ | $K_-$ (eV/Å$^2$) | $\hbar\omega$ (eV) |
|---:|---:|---:|---:|
| 6.0 | 0.3 | 7.0 | 0.038 |
| 3.0 | 0.6 | 4.0 | 0.029 |
| 2.0 | 0.9 | 1.0 | 0.014 |
| 1.2 | 1.5 | −5.0 | unstable |

At 3.0 eV, for example, $K_-=10-18/3=4$ eV/Å$^2$, while the upper level has $10+18/3=16$ eV/Å$^2$.

The sensitivity to the gap follows from $dK_-/dE_g=2F^2/E_g^2$. At a gap of 2.0 eV this is $18/4=4.5$ eV/Å$^2$ per eV. To leading order, a gap error of 0.1 eV shifts the curvature by 0.45 eV/Å$^2$, which is 45% of its value. At 6.0 eV the same error shifts it by 0.05 eV/Å$^2$, or 0.7%.

In a self-consistent calculation the bare orbital gap is not the right denominator. For a single real, doubly occupied pair, the general formula gives

$$C^{\rm rel}=-\frac{b^2}{M}=-\frac{4\langle a|\partial v/\partial Q|i\rangle^2}{\varepsilon_a-\varepsilon_i+4(ia|K|ia)} .$$

A positive kernel element weakens the softening and a negative one strengthens it.

## Beyond the onset

Away from $Q=0$, stationarity of the lower level requires

$$K_0Q-\frac{F^2Q}{s}=0\quad\Rightarrow\quad s=\frac{F^2}{K_0}.$$

Since $s\ge E_g/2$, a distorted solution exists only for $E_g<2F^2/K_0$, the same condition as the loss of stability. The distortion therefore grows continuously from zero in this model. Squaring $s$ gives

$$Q_0^2=\frac{F^2}{K_0^2}-\frac{E_g^2}{4F^2}.$$

The well depth $E_-(0)-E_-(Q_0)$ is

$$-\frac{E_g}{2}-\tfrac12K_0Q_0^2+\frac{F^2}{K_0}
=\frac{F^2}{2K_0}-\frac{E_g}{2}+\frac{K_0E_g^2}{8F^2}
=\frac{K_0}{2F^2}\left(\frac{F^2}{K_0}-\frac{E_g}{2}\right)^2 .$$

For the curvature at the minimum, $d^2s/dQ^2=F^2/s-F^4Q^2/s^3=F^2E_g^2/(4s^3)$. With $s=F^2/K_0$ this equals $K_0^3E_g^2/(4F^4)=K_0/\lambda^2$, so

$$K_{\min}=K_0\left(1-\frac1{\lambda^2}\right).$$

At $E_g=1.2$ eV, $Q_0^2=0.09-0.04=0.05$ Å$^2$, so $Q_0=0.224$ Å. The depth is $(10/18)(0.9-0.6)^2=0.050$ eV. The curvature is $10(1-1/2.25)=5.56$ eV/Å$^2$, with a harmonic quantum of 0.034 eV. The barrier is only about one and a half quanta high. The harmonic zero-point energy, 0.017 eV, is a third of it, so the ground state stays in the wells. The next harmonic level, at 0.051 eV, already reaches the top of the barrier, so a harmonic treatment of one well is unreliable for the excitations. The static depth alone does not settle whether the distortion survives nuclear motion.

Relative to the size of the negative curvature at the origin, the new curvature is $K_{\min}/|K_-|=(\lambda+1)/\lambda^2$. This tends to 2 at the onset and is 1.97 at $\lambda=1.01$.

## What to do in a calculation

**Check the sign.** Diagonalize the relaxation part for a fixed basis. A positive eigenvalue beyond numerical error means that the response is inaccurate or that the electronic state is not a minimum. In the second case, lower the electronic energy first, allowing the symmetry to break. The check works in one direction only. With eigenvalues $\mu_k$ and eigenvectors $w_k$ of $M$, $u^TC^{\rm rel}u=-\sum_k(w_k^Tb)^2/\mu_k$ for $b=\sum_s u_sb_s$, so an unstable rotation that couples weakly or not at all to the displacements leaves the sign negative. Only the eigenvalues of $M$ establish a minimum.

**Check translations.** In a basis that respects translations, the total curvature for a uniform shift should vanish. Common causes of a residue are an inaccurate response, a ground state that is not fully self-consistent, and a basis or grid that is not translation invariant.

**Know the direction of the error.** Let $X=X_*+\delta$, where $X_*$ is the exact response. Because $X_*$ is stationary, $E^{(2)}[X]=E^{(2)}[X_*]+\tfrac12\delta^TM\delta$. An incomplete response, or a truncated set of empty orbitals, therefore gives a curvature that is too high if it is evaluated from this quadratic expression. The error is of second order in $\delta$. The density-response form $b^TX$ has an error $b^T\delta$. With $b=-MX_*$ this equals $\delta^TM\delta-X^TM\delta$, so for a general $\delta$ it is of first order and can have either sign. If the equations are solved exactly within a truncated set, $M\delta=MX+b$ vanishes on the retained pairs, so $X^TM\delta=0$ and both forms give the same, too high, curvature.

**Test a soft mode directly.** Displace the ions along its eigenvector and compute relaxed total energies on both sides. If one close pair of levels is responsible, the curvature should vary linearly with the inverse effective gap, provided $K_0$ and $F$ stay nearly constant. For one electron in the lower level it follows $K_0-2F^2/E_g$. For a doubly occupied orbital the softening doubles, and the single-pair formula gives $K_0-4F^2/[\varepsilon_a-\varepsilon_i+4(ia|K|ia)]$ with $F=\langle a|\partial v/\partial Q|i\rangle$. This holds only if the kernel does not couple the pair to other pairs. Otherwise, eliminating them gives a pair contribution $-\tilde b^2/\tilde M$ with $\tilde b=b_1-m^TM'^{-1}b'$ and $\tilde M=M_{11}-m^TM'^{-1}m$. Here index 1 labels the pair, $M'$ and $b'$ belong to the remaining pairs, and $m$ is the part of $M$ linking the two sets. Both $F$ and the denominator are then screened, and the bare matrix element can over- or underestimate the softening. A negative relaxation part alone does not identify the cause, since stable modes have one too.

## Calculated quantities

```
RING CRYSTAL, 4 ions, 8 electrons
cell length: 2.0 angstrom
softening length: 0.5 angstrom
local attraction strength: 4.0 eV angstrom
ion charge: 2.0 e
lowest occupied-empty orbital gap: 10.234 eV
lowest eigenvalue of M: 42.260 eV
q=0 frozen curvature: 89.753 eV/angstrom^2
q=0 relaxation part: -89.753 eV/angstrom^2
q=0 total curvature: 0.000 eV/angstrom^2
q=pi/2a frozen curvature: 120.926 eV/angstrom^2
q=pi/2a relaxation part: -115.271 eV/angstrom^2
q=pi/2a total curvature: 5.655 eV/angstrom^2
q=pi/a frozen curvature: 138.916 eV/angstrom^2
q=pi/a relaxation part: -129.187 eV/angstrom^2
q=pi/a total curvature: 9.729 eV/angstrom^2
q=pi/a relaxation part from density response: -129.187 eV/angstrom^2
DISTORTED RING, ion shifts in angstrom: [ 0.1  -0.05  0.08 -0.12]
masses in u: [1. 2. 3. 4.]
eigenvalue 1: frozen 26.943, total -0.000 eV/(angstrom^2 u)
eigenvalue 2: frozen 40.390, total 1.862 eV/(angstrom^2 u)
eigenvalue 3: frozen 58.130, total 2.952 eV/(angstrom^2 u)
eigenvalue 4: frozen 119.636, total 6.985 eV/(angstrom^2 u)
TWO-SITE MEAN FIELD
hopping t: 1.0 eV
site coupling g: 1.0 eV/angstrom
relaxation part at W = 1.0 eV: -1.000 eV/angstrom^2
relaxation part at W = 3.0 eV: 1.000 eV/angstrom^2
PSEUDO-JAHN-TELLER MODEL
K0: 10.0 eV/angstrom^2
F: 3.0 eV/angstrom
mode mass: 20.0 u
onset gap: 1.8000 eV
onset gap, converted: 0.06615 hartree
unsoftened quantum: 0.04572 eV
gap 6.0 eV: curvature 7.000 eV/angstrom^2, quantum 0.03825 eV
gap 3.0 eV: curvature 4.000 eV/angstrom^2, quantum 0.02891 eV
gap 2.0 eV: curvature 1.000 eV/angstrom^2, quantum 0.01446 eV
gap 1.2 eV: curvature -5.000 eV/angstrom^2
upper-level curvature at gap 3.0 eV: 16.000 eV/angstrom^2
lambda at gap 1.2 eV: 1.500 (no unit)
distortion at gap 1.2 eV: 0.2236 angstrom
well depth at gap 1.2 eV: 0.0500 eV
curvature at that minimum: 5.556 eV/angstrom^2
quantum at that minimum: 0.03408 eV
curvature ratio minimum/|origin| at lambda 1.01: 1.970 (no unit)
```
